# Choosing the Strain Step for an Elastic Constant from Noisy Calculations

To find the stiffness of a chip material from computed energies or stresses, one has to decide how far to strain the cell. Should it be 0.1%, 1% or 3%? If the strain is too small, numerical noise is divided by a tiny number. If it is too large, the answer is no longer the stiffness at zero strain, because the stress-strain law is not a straight line. The best choice depends on the noise, and it depends on it differently for energies and for stresses.

## Three energies, worked by hand

Take a silicon cell and stretch it along [100] by a fraction $e$, keeping its lateral lengths fixed. Let $u(e)$ be the energy divided by the unstrained volume. Energy per volume is a pressure, so $u$ can be given in GPa. If the unstrained cell is free of stress, the elastic constant is

$$C_{11}=u''(0).$$

Three energies, at $-h$, $0$ and $h$, give the estimate

$$C_E(h)=\frac{u(h)-2u(0)+u(-h)}{h^2}.$$

The example needs a smooth energy curve whose derivatives are known. The Stillinger-Weber potential for silicon supplies one. It is an empirical potential, not a first-principles method, and here it only plays the part of the noise-free answer. With $u_n$ for the $n$th derivative at $e=0$, it gives

$$C_{11}=151.4,\qquad u_3=-335.9,\qquad u_4=-254.9\ \text{GPa}.$$

Near $e=0$ the curve is, up to a constant,

$$u(e)\approx\frac{C_{11}e^2}{2}+\frac{u_3e^3}{6}+\frac{u_4e^4}{24}.$$

In $u(h)+u(-h)$ the cubic terms cancel and the even terms double. Division by $h^2$ leaves

$$C_E(h)\approx C_{11}+\frac{u_4h^2}{12}.$$

The last term is the truncation error, or bias.

Now add noise. Suppose each energy has an independent random error of zero mean and standard deviation $10^{-7}$ eV per atom, whatever the strain. One atom occupies 20.023 Å$^3$, and 1 eV/Å$^3$ is 160.2 GPa, so the energy density has the standard deviation

$$s_u=\frac{10^{-7}}{20.023}\times160.2=8.00\times10^{-7}\ \text{GPa}.$$

The three errors enter with weights $1,-2,1$. Variances of independent errors add with squared weights, and $1+4+1=6$. The noise in $C_E$ is therefore

$$\frac{\sqrt6\,s_u}{h^2}=\frac{1.96\times10^{-6}\ \text{GPa}}{h^2}.$$

Three trial steps show the conflict:

| Step $h$ | Bias (GPa) | Noise (GPa) |
|---|---:|---:|
| 0.1% | −0.00002 | 1.96 |
| 1% | −0.0021 | 0.0196 |
| 3% | −0.0191 | 0.0022 |

At 1% the noise is about nine times the bias, and at 3% the bias is about nine times the noise. The bias grows as $h^2$ and the noise falls as $h^{-2}$, so they meet near the geometric mean of these two steps, $\sqrt{1\times3}\,\%\approx1.7\%$.

## The best step from energies

To make this precise, write the estimate as $C_{11}+b+n$, where $b$ is the fixed bias and $n$ the random error. The mean square error is

$$\langle(b+n)^2\rangle=b^2+2b\langle n\rangle+\langle n^2\rangle=b^2+\langle n^2\rangle,$$

because $\langle n\rangle=0$. With $a=u_4/12$, assumed nonzero, the quantity to minimize is

$$D_E(h)=a^2h^4+\frac{6s_u^2}{h^4}.$$

Its derivative vanishes when

$$4a^2h^3-\frac{24s_u^2}{h^5}=0,\qquad\text{so}\qquad h^8=\frac{6s_u^2}{a^2}.$$

Since $D_E$ grows without limit at both small and large $h$, this single stationary point is the minimum. Taking the square root and inserting $a$ gives the fourth-root law:

$$h_E=\left(\frac{12\sqrt6\,s_u}{|u_4|}\right)^{1/4}.$$

At this step $\sqrt6\,s_u=|a|h_E^4$, so the noise $\sqrt6\,s_u/h_E^2$ equals the size of the bias, $|a|h_E^2$. Two equal parts add in squares to the least rms error

$$\Delta_E=\sqrt2\,\frac{|u_4|h_E^2}{12}=\left(\frac{|u_4|s_u}{\sqrt6}\right)^{1/2}.$$

The second form follows on inserting $h_E^2$. The step thus varies as the fourth root of the noise, but the error as its square root.

For silicon,

$$h_E=\left(\frac{12\times2.449\times8.00\times10^{-7}}{254.9}\right)^{1/4}=0.0174,$$

a strain of 1.74%. The bias is −0.0065 GPa, the noise 0.0065 GPa and the rms error 0.0091 GPa. At a step of 0.1% the rms error is about 2 GPa, some two hundred times larger, although the energies are no less accurate.

## The same decision with stresses

Many electronic-structure codes also return the stress. On this strain path its link to the energy is simple. Let the cell have initial length $L_0$ and cross-section $A_0$. Its length is $L_0(1+e)$, while its cross-section stays $A_0$. The axial force is therefore $\sigma A_0$, with $\sigma$ the true (Cauchy) stress. A further extension $L_0\,de$ takes the work $\sigma A_0L_0\,de$, which must equal the energy change $A_0L_0\,du$. Hence

$$\sigma(e)=u'(e),$$

at finite strain as well. On a path that changes the cross-section, the area would enter this relation.

It follows that $\sigma'(0)=C_{11}$ and $\sigma'''(0)=u_4$. The expansion of the stress is

$$\sigma(\pm h)=\pm C_{11}h+\frac{u_3h^2}{2}\pm\frac{u_4h^3}{6}+\cdots$$

The even terms cancel in the difference, so

$$C_S(h)=\frac{\sigma(h)-\sigma(-h)}{2h}=C_{11}+\frac{u_4h^2}{6}+\cdots$$

At equal $h$ this bias is twice that of the energies. The reason can be seen from what each formula averages. The stress difference is the plain average of the local stiffness $\sigma'(e)$ over the interval from $-h$ to $h$:

$$C_S(h)=\frac1{2h}\int_{-h}^{h}\sigma'(e)\,de.$$

For the energies, integrate the stress twice:

$$u(h)-2u(0)+u(-h)=\int_0^h[\sigma(t)-\sigma(-t)]\,dt=\int_{-h}^{h}(h-|e|)\,\sigma'(e)\,de.$$

The last form holds because a given $e$ lies between $-t$ and $t$ for all $t$ from $|e|$ to $h$. The energy formula thus weights the stiffness by a triangle that favours small strains. The average of $e^2$ is $h^2/3$ with equal weights and $h^2/6$ with the triangle. Multiplied by $u_4/2$, the coefficient of $e^2$ in $\sigma'$, these averages reproduce the two biases.

Let each stress have an independent error of zero mean and standard deviation $s_\sigma$. The variance of the difference is $2s_\sigma^2$, and division by $2h$ gives the variance $s_\sigma^2/(2h^2)$. Now put $a=u_4/6$ and minimize

$$D_S(h)=a^2h^4+\frac{s_\sigma^2}{2h^2}.$$

The condition is

$$4a^2h^3-\frac{s_\sigma^2}{h^3}=0,\qquad\text{so}\qquad h^3=\frac{s_\sigma}{2|a|},$$

which is the cube-root law:

$$h_S=\left(\frac{3s_\sigma}{|u_4|}\right)^{1/3}.$$

Here $s_\sigma=2|a|h_S^3$, so the noise is $s_\sigma/(\sqrt2\,h_S)=\sqrt2\,|a|h_S^2$. It is $\sqrt2$ times the bias, not equal to it. The squares add as $1+2=3$, and

$$\Delta_S=\sqrt3\,\frac{|u_4|h_S^2}{6}\ \propto\ |u_4|^{1/3}s_\sigma^{2/3}.$$

With $s_\sigma=0.001$ GPa,

$$h_S=\left(\frac{3\times0.001}{254.9}\right)^{1/3}=0.0228,$$

a strain of 2.28%. The bias is −0.022 GPa, the noise 0.031 GPa and the rms error 0.038 GPa.

The negative strain is worth its cost. A one-sided difference $[\sigma(h)-\sigma(0)]/h$ keeps the term $u_3h/2$, here $-335.9\times0.0228/2\approx-3.8$ GPa. The computed error of that formula at the same step is −3.84 GPa, about a hundred times the rms error of the central difference. Even at its own best step, near 0.3%, the one-sided formula has an rms error of 0.69 GPa, about 18 times that of the central difference.

## The general rule and its test

Both cases share one pattern. Let the bias have the size $\alpha h^p$ and the noise the size $\beta s/h^q$, with $s$ the noise of one calculation. Then

$$\frac{d}{dh}\left(\alpha^2h^{2p}+\frac{\beta^2s^2}{h^{2q}}\right)=0
\quad\Rightarrow\quad h^{p+q}=\sqrt{\frac qp}\,\frac{\beta s}{\alpha}.$$

The step varies as $s^{1/(p+q)}$. The bias at that step, and with it the whole error, varies as $s^{p/(p+q)}$. Central differences have $p=2$. A second derivative of energies has $q=2$ and a first derivative of stresses $q=1$, which gives the fourth and cube roots.

The rule also covers the special case $u_4=0$ with $u_6\ne0$. The next even term of the expansion then sets the bias and $p=4$, so the step follows a sixth root for energies and a fifth root for stresses.

These laws keep only the leading bias. They were tested by adding random noise to the full silicon curve and searching numerically for the step of least rms error. With the noise levels above, the search gave 1.740% for energies and 2.268% for stresses, against 1.743% and 2.275% from the formulas. When the noise was then lowered through three decades, the fitted exponents were:

| Data | Step exponent | Error exponent |
|---|---:|---:|
| Energies | 0.2499 | 0.5001 |
| Stresses | 0.3332 | 0.6668 |

The small differences in the steps are of the size to be expected from the finite number of trials and from the next Taylor terms. Those terms are $u_6h^4/360$ for energies and $u_6h^4/120$ for stresses. Divided by the leading biases they become

$$\frac{u_6h^2}{30u_4}\quad\text{and}\quad\frac{u_6h^2}{20u_4}.$$

With $u_6\approx-28\,500$ GPa they are 0.11% and 0.29% of the leading bias at the respective best steps. If such a ratio is not small, the step formula can no longer be trusted.

## What a wrong step costs

Suppose the step is $k$ times the best one. For energies, the two equal parts of the error are multiplied by $k^2$ and $k^{-2}$, so the rms error grows by the factor

$$R_E(k)=\sqrt{\frac{k^4+k^{-4}}2}.$$

For stresses, the squared parts start in the ratio 1 to 2 and scale as $k^4$ and $k^{-2}$:

$$R_S(k)=\sqrt{\frac{k^4+2k^{-2}}3}.$$

For energies, halving and doubling the step cost the same, $R_E=2.83$. For stresses, halving costs 1.64 and doubling 2.35. The trials gave 2.83 and 2.85 for energies, and 1.64 and 2.38 for stresses. The doubled steps cost slightly more than the formulas say, mainly because $u_6$ has the sign of $u_4$ and adds to the bias. The rest is due to the finite number of trials.

With stresses, then, a step that is uncertain by a factor of two is better chosen on the small side. Far below the best step, the error grows as $1/k$ for stresses and as $1/k^2$ for energies. At the 0.1% step the error from stresses is 0.70 GPa, roughly 18 times its least value, while the error from energies is more than 200 times its least value.

## Energies or stresses?

At the two noise levels chosen here, the energies give the smaller error, 0.009 against 0.038 GPa. This is no general ranking, since the levels were set separately. Equating $\Delta_S$ to $\Delta_E$ and solving for the stress noise gives the break-even value

$$s_\sigma=\frac{|u_4|}3\left(\frac{6\Delta_E}{\sqrt3\,|u_4|}\right)^{3/2}=1.2\times10^{-4}\ \text{GPa}.$$

With the energy noise held at $10^{-7}$ eV per atom, stresses win if their noise lies below this value.

In a real calculation both noises may come from one source, an incompletely converged electronic state. Let the true ground state $|0\rangle$, with energy $E_0$, be contaminated by a small amount $d$ of a normalized state $|w\rangle$ orthogonal to it:

$$|\psi\rangle=\frac{|0\rangle+d\,|w\rangle}{\sqrt{1+d^2}}.$$

Because $H|0\rangle=E_0|0\rangle$, the cross terms in the energy vanish, and

$$\langle\psi|H|\psi\rangle-E_0=\frac{d^2}{1+d^2}\bigl(\langle w|H|w\rangle-E_0\bigr).$$

The energy error is of second order. A Hellmann-Feynman stress is instead the expectation value of $S=\partial H/\partial e$, divided on this strain path by the unstrained volume. The ground state is in general not an eigenstate of $S$, so a cross term survives. For real states the error of the expectation value is

$$\langle\psi|S|\psi\rangle-\langle0|S|0\rangle=2d\,\langle0|S|w\rangle+O(d^2).$$

It is of first order. In a six-state matrix problem, a tenfold larger state error raised the energy error by a factor of 100.00 and the Hellmann-Feynman error by 10.00.

If these errors fluctuate from one strain to the next like the independent noise assumed above, then $s_u\propto d^2$ and $s_\sigma\propto d$. The least error of the elastic constant becomes proportional to $d$ for energies and to $d^{2/3}$ for stresses. Tighter convergence then helps the energies more. The argument assumes a basis that does not change with strain and a stress formula without a correction for the error of the state.

## Finding the step when $u_4$ is unknown

In practice $u_4$ is not known beforehand, but two wide pilot steps $H$ and $2H$ are enough to estimate it. From the leading bias of the energy formula,

$$C_E(2H)-C_E(H)\approx\frac{u_4(4H^2-H^2)}{12}=\frac{u_4H^2}4,$$

and therefore

$$u_4\approx\frac{4\,[C_E(2H)-C_E(H)]}{H^2}.$$

For stresses the bias is twice as large, and the factor 4 becomes 2.

The noise of the energy estimate follows from the weights in $C_E(2H)-C_E(H)$. In units of $1/H^2$ they are $1/4$ for each energy at $\pm2H$, $-1$ for each at $\pm H$, and $-1/2+2=3/2$ for the shared energy at zero strain. The squares sum to $2/16+2+9/4=4.375$. The standard deviation of the estimate is thus

$$\frac{4\sqrt{4.375}\,s_u}{H^4}\approx\frac{8.4\,s_u}{H^4}.$$

With $H=2\%$ this is 42 GPa, or 16% of $|u_4|$. The trials gave a mean of −256.5 GPa and a standard deviation of 41.7 GPa. Since the step varies as $|u_4|^{-1/4}$, a 16% error in $u_4$ shifts it by about 4%. The steps chosen in this way had a mean of 1.75% and a standard deviation of 0.07%. A fresh calculation at those steps had an rms error of 0.0092 GPa, against 0.0091 GPa at the best step.

The best step is the best for a single central difference. The pilot pair can also be combined as

$$\frac{4\,C(H)-C(2H)}3,$$

in which the $h^2$ bias cancels. The noise of this combination is $3.13\,s_u/H^2$ for energies and $0.95\,s_\sigma/H$ for stresses. With $H=2\%$ and the noise levels above, that is 0.0063 GPa for energies, less than the error at the best single step, and 0.0475 GPa for stresses, which is more. But for these stresses a 2% pilot is too narrow in any case: its estimate of $u_4$ has the standard deviation $1.58\,s_\sigma/H^3\approx198$ GPa, or 78% of $|u_4|$. With $H=4\%$ this falls to about 10%, and the error of the combined value falls to 0.024 GPa, below the 0.038 GPa of the best single difference.

By the leading-order formulas, the combined value has less noise than the least error of a single difference once the estimate of $u_4$ is uncertain by less than about 35% for energies or 40% for stresses. The pilot steps must not be too wide, however, because a bias of order $H^4$ remains.

The complete procedure is as follows.

1. Estimate the noise $s_u$ or $s_\sigma$ from the scatter of computed values about a polynomial fit over several strains. Use clearly more strains than coefficients, and raise the order until the scatter stops falling; otherwise the misfit is counted as noise. For nine energies of the silicon model within ±2%, a quadratic fit gives a noise more than a hundred times too large, while a cubic fit is sufficient. To get the variance, divide the sum of squared residuals by the number of strains minus the number of coefficients. Repeating one identical calculation may reproduce the same error and hide it.
2. Compute the pilot pair and estimate $u_4$. If the difference $C(2H)-C(H)$ does not stand clear of its noise, widen $H$. For energies, halving $H$ multiplies the noise of the estimate by 16.
3. Insert $u_4$ in the formula for $h_E$ or $h_S$ and find the least error $\Delta_E$ or $\Delta_S$. If the combined pilot values have less noise than this and pass the check in step 4, use them. Otherwise make the final calculation at the best step.
4. Check that $C(h)$ follows an $h^2$ law up to $2H$. Two values cannot show this, so add a third step, for example $1.5H$. Some misfit is expected from noise alone. If it exceeds about twice its standard deviation, the pilot steps are probably too wide.

## Where the result fails, and what it means for silicon

The choice of step balances truncation against random errors. It does not remove every systematic error. A constant offset of the energies or stresses cancels in the central differences. A stress error proportional to strain, $\lambda e$, does not: it changes $C_S$ by $\lambda$ at every $h$. An energy error $\lambda e^2/2$ does the same to $C_E$.

The [100] strain was also a convenient choice. The three twofold rotations about the cube axes through an atom survive this strain, and no nonzero force is unchanged by all three. The atoms therefore feel no force that would displace one sublattice against the other. For an $xy$ shear only the rotation about $z$ survives, and a force along $z$ is allowed. In the model with unrelaxed atoms, the energy density then changes with sublattice displacement at a rate of 1.25 GPa/Å at strain components of 0.01, while for a [100] strain of 2% the computed rate is zero. The shear constant $C_{44}$ thus requires relaxed atoms, and incomplete relaxation is a further source of error.

Set beside real silicon, the model's 151 GPa is too low: the measured $C_{11}$ is roughly 170 GPa. The value of $u_4$ also depends on the model. The Tersoff potential, another empirical potential for silicon, gives with its 1989 parameters about −790 GPa, which moves the best steps to 1.3% for energies and 1.6% for stresses. The noise levels were chosen for illustration and should be replaced by those of the calculation at hand. In a plane-wave calculation with a fixed energy cutoff, the number of plane waves changes with the cell, and the energy noise can be much larger. An incomplete basis can also leave an error that is smooth in strain, which no choice of step removes. If the noise is still independent from one strain to the next, a hundredfold increase in it would, by the laws above, widen the energy step by $100^{1/4}\approx3.2$ to about 5.5% and raise the error tenfold to about 0.09 GPa. Other errors are larger still. In the model, a lattice constant 1% too large, a generous error for a common density functional, lowers the slope $d\sigma/de$ by 9 GPa. That slope is taken about a cell under tension and so includes the effect of residual stress. A functional relaxed to its own lattice constant has no such stress, and its error may be quite different. If all lengths in the model are enlarged by 1% at the same bond energy, for example, $C_{11}$ falls by 3%, or about 4.5 GPa. Warming a chip by 100 K softens $C_{11}$ by about 1 GPa, if a rough rate of $7\times10^{-5}$ per kelvin is used.

With the $u_4$ and the noise levels of the worked examples, a step of 2% gives an rms error of about 0.01 GPa from energies and 0.04 GPa from stresses, far less than the effects of the lattice constant and of temperature just described. Refining the step further would hardly bring the result closer to the stiffness of a working chip; a better lattice constant and a correction for temperature would matter more. With a step of 0.1%, by contrast, the noise error of the energy route would exceed the thermal softening.

## Values computed for the example and the checks

```
lattice constant: 5.4309 angstrom
volume per atom: 20.023 angstrom^3
C11 of the model: 151.424 GPa
third derivative u3: -335.9 GPa
fourth derivative u4: -254.9 GPa
sixth derivative u6: -28469 GPa
sublattice slope, axial strain 0.02: 0.0e+00 GPa/angstrom
sublattice slope, shear F12=F21=0.01: 1.249 GPa/angstrom
energy noise (input): 1.0e-07 eV/atom
energy-density noise s_u: 8.002e-07 GPa
stress noise s_sigma (input): 1.0e-03 GPa
best step, energies, formula: 1.743 % strain
best step, energies, trials: 1.740 % strain
best step, stresses, formula: 2.275 % strain
best step, stresses, trials: 2.268 % strain
least rms error, energies, formula: 0.00912 GPa
least rms error, energies, trials: 0.00911 GPa
least rms error, stresses, formula: 0.03807 GPa
least rms error, stresses, trials: 0.03800 GPa
bias at best step, energies: -0.00645 GPa
noise at best step, energies: 0.00645 GPa
bias at best step, stresses: -0.02198 GPa
noise at best step, stresses: 0.03108 GPa
rms error at 0.1 % strain, energies: 1.952 GPa
rms error at 0.1 % strain, stresses: 0.704 GPa
step exponent, energies: 0.2499
error exponent, energies: 0.5001
step exponent, stresses: 0.3332
error exponent, stresses: 0.6668
error factor at 0.5 x best step: energies 2.827, stresses 1.636
error factor at 2.0 x best step: energies 2.851, stresses 2.375
break-even stress noise: 1.173e-04 GPa
pilot step H (input): 2.0 % strain
pilot u4, mean: -256.5 GPa
pilot u4, standard deviation: 41.7 GPa
pilot-chosen step, mean: 1.748 % strain
pilot-chosen step, std deviation: 0.074 % strain
rms error with pilot-chosen step: 0.00917 GPa
energy-error ratio, tenfold state error: 100.00
force-error ratio, tenfold state error: 10.00
one-sided stress difference, error at best step: -3.839 GPa
next Taylor term / leading bias, energies: 0.113 %
next Taylor term / leading bias, stresses: 0.289 %
slope dsigma/de, lattice 1 % too large: 142.45 GPa
change from 1 % lattice error: -8.98 GPa
rough softening rate (input): 7e-05 per K
rough softening for 100 K warming: 1.1 GPa
```
